\section*{Reciprocity of bright-field scanning and conventional transmission images}

\section{One intensity from two instruments}

A model lamella, 20 nm thick, is placed in a 200 kV beam. A focused probe of semi-angle 10 mrad is set on one point of it, and a detector of semi-angle 3 mrad collects 0.1079 of the current that it would collect without the specimen. Next the beam is sent through the lamella the other way, as broad illumination of semi-angle 3 mrad, and an image is formed through an aperture of 10 mrad. At the same point the image intensity is again 0.1079 of its vacuum value. At a point 0.24 nm away both instruments give 0.6615. These values are computed on one numerical grid; what matters here is that they are equal, not their last digits.

The first instrument is a scanning transmission electron microscope (STEM) in bright field, the second a conventional one (CTEM). One records a current while a probe moves, the other a whole image at once. Their agreement follows from a symmetry of the Green function.

\section{The wave equation and its assumptions}

The electrons have one energy and scatter elastically from a local potential $V(\mathbf r)$. In Hartree atomic units
\begin{equation}
(\nabla^2+k^2-U)\psi=0,\qquad U=2V,\qquad k^2=2E .
\end{equation}
At 200 kV the relativistic wavenumber is used for $k$, and $U=2\gamma V$ with $\gamma$ the ratio of total to rest energy; spin and terms of order $V^2$ are neglected. The form of the equation is unchanged.

The time factor is $e^{-iEt}$, so $\operatorname{Im}V<0$ removes electrons. Such a term describes loss from the elastic channel, but not what the lost electrons do later.

The specimen fills $0<z<D$ and is repeated sideways with a large cell of area $S$. Transverse wavevectors $\mathbf p,\mathbf q$ are then discrete, and $k_z(\mathbf p)=\sqrt{k^2-p^2}$. For $p>k$ the root is positive imaginary and the wave decays. Transverse position is $\mathbf x$.

\section{Symmetry of the Green function}

Let $G(\mathbf r,\mathbf r_1)$ be the wave at $\mathbf r$ from a point source at $\mathbf r_1$, periodic sideways and outgoing above and below:
\begin{equation}
(\nabla^2+k^2-U)\,G(\mathbf r,\mathbf r_1)=\delta(\mathbf r-\mathbf r_1).
\end{equation}
Write $G_1=G(\mathbf r,\mathbf r_1)$ and $G_2=G(\mathbf r,\mathbf r_2)$. Multiply the equation for $G_1$ by $G_2$, that for $G_2$ by $G_1$, subtract, and integrate over one cell between two planes outside the specimen and sources. The terms in $k^2-U$ cancel:
\begin{equation}
\oint (G_2\nabla G_1-G_1\nabla G_2)\cdot d\mathbf S
=G(\mathbf r_1,\mathbf r_2)-G(\mathbf r_2,\mathbf r_1).
\end{equation}
Opposite side faces cancel by periodicity. On the lower plane, with $z$ increasing downward,
\begin{equation}
G_1=\sum_{\mathbf p}a_{\mathbf p}e^{i\mathbf p\cdot\mathbf x+ik_z(\mathbf p)z},\qquad
G_2=\sum_{\mathbf p}b_{\mathbf p}e^{i\mathbf p\cdot\mathbf x+ik_z(\mathbf p)z}.
\end{equation}
Integration over $\mathbf x$ pairs $\mathbf p$ with $-\mathbf p$. Since $k_z(-\mathbf p)=k_z(\mathbf p)$, this face contributes
\begin{equation}
S\sum_{\mathbf p}\left[ik_z(\mathbf p)-ik_z(-\mathbf p)\right]
a_{\mathbf p}b_{-\mathbf p}e^{2ik_z(\mathbf p)z}=0 .
\end{equation}
The upper face vanishes in the same way. Therefore
\begin{equation}
G(\mathbf r_1,\mathbf r_2)=G(\mathbf r_2,\mathbf r_1).
\label{sym}
\end{equation}
No complex conjugate was taken, so $U$ may be complex. Nor was scattering assumed weak or forward.

A magnetic field changes the operator to $L_{\mathbf a}=(\nabla-i\mathbf a)^2+k^2-U$, where $\mathbf a$ is proportional to the vector potential and is taken to vanish outside a bounded range of $z$. Expand
\begin{equation}
(\nabla-i\mathbf a)^2v=\nabla^2v-2i\mathbf a\cdot\nabla v-i(\nabla\cdot\mathbf a)v-a^2v .
\end{equation}
Multiply by $u$ and integrate by parts. The second term becomes $2iv\,\mathbf a\cdot\nabla u+2i(\nabla\cdot\mathbf a)uv$. Added to the third, it leaves $2iv\,\mathbf a\cdot\nabla u+i(\nabla\cdot\mathbf a)uv$, which belongs to $(\nabla+i\mathbf a)^2u$. Thus $\int uL_{\mathbf a}v=\int vL_{-\mathbf a}u$, the surface terms vanishing as before. Choosing $L_{\mathbf a}v=\delta(\mathbf r-\mathbf r_2)$ and $L_{-\mathbf a}u=\delta(\mathbf r-\mathbf r_1)$ gives
\begin{equation}
G_{\mathbf a}(\mathbf r_1,\mathbf r_2)=G_{-\mathbf a}(\mathbf r_2,\mathbf r_1).
\label{mag}
\end{equation}
Source and receiver may be exchanged if the magnetic field is reversed too.

\section{From point sources to plane waves}

For a source at $z=0$ and a receiver at $z=D$, expand
\begin{equation}
G(\mathbf x,D;\mathbf x',0)=\frac1S\sum_{\mathbf q,\mathbf p}
e^{i\mathbf q\cdot\mathbf x}g_\downarrow(\mathbf q,\mathbf p)e^{-i\mathbf p\cdot\mathbf x'} .
\end{equation}
For the opposite direction,
\begin{equation}
G(\mathbf x',0;\mathbf x,D)=\frac1S\sum_{\mathbf q',\mathbf p'}
e^{i\mathbf q'\cdot\mathbf x'}g_\uparrow(\mathbf q',\mathbf p')e^{-i\mathbf p'\cdot\mathbf x}.
\end{equation}
By (\ref{sym}) these are equal. Matching exponentials requires $\mathbf q'=-\mathbf p$ and $\mathbf p'=-\mathbf q$:
\begin{equation}
g_\uparrow(-\mathbf p,-\mathbf q)=g_\downarrow(\mathbf q,\mathbf p).
\label{g}
\end{equation}
The signs say that each ray is retraced.

Let $T(\mathbf q,\mathbf p)$ be the amplitude of wave $\mathbf q$ on the exit plane for a unit incident wave $\mathbf p$ on the entrance plane. To relate $T$ to $g$, place a source sheet $e^{i\mathbf p\cdot\mathbf x}\delta(z)$ at the entrance. In free space its $z$ dependence obeys $f''+k_z^2f=\delta(z)$, with outgoing solution
\begin{equation}
f(z)=\frac{e^{ik_z|z|}}{2ik_z},
\end{equation}
because $f'$ then jumps by $2ik_z/(2ik_z)=1$. The specimen thus receives a wave of amplitude $1/[2ik_z(\mathbf p)]$. Waves reflected by the specimen pass the sheet and do not return. Integrating $G$ over the same sheet gives exit amplitudes $g_\downarrow(\mathbf q,\mathbf p)$, so
\begin{equation}
g_\downarrow(\mathbf q,\mathbf p)=\frac{T_\downarrow(\mathbf q,\mathbf p)}{2ik_z(\mathbf p)} .
\end{equation}
For the upward wave the incident wavevector is $-\mathbf q$, and (\ref{g}) becomes
\begin{equation}
\frac{T_\downarrow(\mathbf q,\mathbf p)}{k_z(\mathbf p)}
=\frac{T_\uparrow(-\mathbf p,-\mathbf q)}{k_z(\mathbf q)} .
\label{T}
\end{equation}
The weight is $\cos\theta$ up to a common factor. At 10 mrad it differs from one by $5.0\times10^{-5}$, and for imaging I set
\begin{equation}
T_\downarrow(\mathbf q,\mathbf p)\simeq T_\uparrow(-\mathbf p,-\mathbf q).
\label{small}
\end{equation}

\section{A case with large angles}

Equation (\ref{T}) can be tried where the weight matters. Take one transverse dimension, period 6 bohr, $D=3$ bohr, $k=5$ bohr$^{-1}$, and with $\phi=2\pi x/(6\ \text{bohr})$
\begin{align}
U={}&\sin^2\!\frac{\pi z}{D}\Big[-6(1-0.1i)e^{\cos(\phi-1)-1}\nonumber\\
&+\frac zD\,(4\cos(2\phi+0.7)+3\sin\phi)\Big]\ \text{bohr}^{-2}.
\end{align}
The wave equation was integrated numerically with 13 coupled plane waves, including the reflected ones. Nine of them propagate. The smooth envelope reflects little, less than $10^{-4}$ of the incident flux for any of them, so this case tests mainly the weight at large angles. The two sides of (\ref{T}) differ by $8\times10^{-12}$ of the largest element; without the weights the difference is 0.091. A separate finite-difference solution for the source sheet gives $g$ in agreement with both directions to $9\times10^{-6}$.

The transmitted flux at normal incidence is 1.086 of the incident flux. It exceeds one because $\operatorname{Im}U$ is positive here: this potential feeds the wave instead of absorbing it. The symmetry does not depend on that sign. The lamella below has the absorbing sign.

Adding $a_x=0.8\sin^2(\pi z/D)$ bohr$^{-1}$ makes the two sides differ by 1.95 of the largest element if the field is kept. Reversing it for the upward wave reduces the difference to $1.4\times10^{-11}$, as (\ref{mag}) requires.

\section{The two images}

In STEM the lens has aperture $A(\mathbf p)$, equal to one or zero, and aberration phase $\chi(\mathbf p)$. A probe centred at $\mathbf R$ contains the waves $A(\mathbf p)e^{-i\chi(\mathbf p)-i\mathbf p\cdot\mathbf R}$. They are coherent and add as amplitudes. Different detector directions $\mathbf q$ add as intensities:
\begin{equation}
I_{\rm S}(\mathbf R)=\sum_{\mathbf q}D(\mathbf q)
\Big|\sum_{\mathbf p}T_\downarrow(\mathbf q,\mathbf p)
A(\mathbf p)e^{-i\chi(\mathbf p)-i\mathbf p\cdot\mathbf R}\Big|^2 .
\label{stem}
\end{equation}

In CTEM, let the beam run upward, with mutually incoherent illumination directions $-\mathbf q$ of weight $D(\mathbf q)$. The objective has aperture $A'$ and phase $\chi'$. With image position referred to the specimen,
\begin{equation}
I_{\rm C}(\mathbf R)=\sum_{\mathbf q}D(\mathbf q)
\Big|\sum_{\mathbf p'}T_\uparrow(\mathbf p',-\mathbf q)
A'(\mathbf p')e^{-i\chi'(\mathbf p')+i\mathbf p'\cdot\mathbf R}\Big|^2 .
\end{equation}
Use the same lens with its rays retraced, so that $A'(-\mathbf p)=A(\mathbf p)$ and $\chi'(-\mathbf p)=\chi(\mathbf p)$. Put $\mathbf p'=-\mathbf p$:
\begin{equation}
I_{\rm C}(\mathbf R)=\sum_{\mathbf q}D(\mathbf q)
\Big|\sum_{\mathbf p}T_\uparrow(-\mathbf p,-\mathbf q)
A(\mathbf p)e^{-i\chi(\mathbf p)-i\mathbf p\cdot\mathbf R}\Big|^2 .
\end{equation}
By (\ref{small}) each inner sum equals that in (\ref{stem}). In vacuum both expressions reduce to $\sum_{\mathbf q}D(\mathbf q)A(\mathbf q)$, so the normalized images coincide:
\begin{equation}
\frac{I_{\rm S}(\mathbf R)}{I_{\rm S,vac}}=\frac{I_{\rm C}(\mathbf R)}{I_{\rm C,vac}} .
\end{equation}
The STEM detector angle has become the CTEM illumination angle, and the probe angle has become the objective angle.

Three conditions need care.
\begin{itemize}
\item Defocus is measured from the surface facing the lens, which is the same physical surface in both cases.
\item Retracing rays through a magnetic lens requires a reversed field. The paraxial focusing of a round lens depends on the square of the field and survives without reversal; the sense of image rotation does not.
\item The beam must cross the specimen in the opposite direction. In a column whose beam always runs downward, the specimen is turned over. A half turn about the $y$ axis sends $x$ to $-x$, so the image is also mirrored. The lens phase must be turned in the same way: the condition $\chi'(-\mathbf p)=\chi(\mathbf p)$ becomes $\chi'(p_x,-p_y)=\chi(p_x,p_y)$. Coma along $x$ is then kept, and coma along $y$ is inverted.
\end{itemize}
A thin object multiplies the wave by a function of $\mathbf x$. Then $T$ depends on $\mathbf q-\mathbf p$ alone, which is unchanged by $(\mathbf q,\mathbf p)\to(-\mathbf p,-\mathbf q)$, and no turning is needed. The condition $\chi'(-\mathbf p)=\chi(\mathbf p)$ on the lens remains, so without turning the coma must be inverted in both directions.

\section{Weak phase object: small and large detectors}

Let a thin object add a small real phase $\varphi(\mathbf x)=\sum_{\mathbf g}\varphi_{\mathbf g}e^{i\mathbf g\cdot\mathbf x}$ with zero mean. Then $T(\mathbf q,\mathbf p)=\delta_{\mathbf q\mathbf p}+i\varphi_{\mathbf q-\mathbf p}$. For one detector direction inside the aperture, factor out the unscattered wave and set $\mathbf p=\mathbf q-\mathbf g$. To first order
\begin{equation}
I_{\mathbf q}=1+2\operatorname{Re}\sum_{\mathbf g}i\varphi_{\mathbf g}
A(\mathbf q-\mathbf g)e^{i[\chi(\mathbf q)-\chi(\mathbf q-\mathbf g)]+i\mathbf g\cdot\mathbf R}.
\end{equation}
Write $2\operatorname{Re}$ as the sum plus its conjugate, relabel $\mathbf g\to-\mathbf g$ in the conjugate, and use $\varphi_{-\mathbf g}^*=\varphi_{\mathbf g}$:
\begin{align}
I_{\mathbf q}=1+\sum_{\mathbf g}i\varphi_{\mathbf g}e^{i\mathbf g\cdot\mathbf R}
\big[&A(\mathbf q-\mathbf g)e^{i\chi(\mathbf q)-i\chi(\mathbf q-\mathbf g)}\nonumber\\
&-A(\mathbf q+\mathbf g)e^{i\chi(\mathbf q+\mathbf g)-i\chi(\mathbf q)}\big].
\label{weak}
\end{align}

For a very small axial detector, $\mathbf q=0$. With even $\chi$, $\chi(0)=0$ and a round aperture, the bracket is $-2iA(\mathbf g)\sin\chi(\mathbf g)$, and
\begin{equation}
I=1+2\sum_{\mathbf g}\varphi_{\mathbf g}A(\mathbf g)\sin\chi(\mathbf g)\,e^{i\mathbf g\cdot\mathbf R}.
\end{equation}
This is phase contrast under parallel CTEM illumination, obtained with a STEM probe.

If instead the detector fills the aperture, $D=A$, sum (\ref{weak}) over $\mathbf q$ with weight $A(\mathbf q)$. Replacing $\mathbf q$ by $\mathbf q-\mathbf g$ in the second term gives $A(\mathbf q-\mathbf g)A(\mathbf q)e^{i\chi(\mathbf q)-i\chi(\mathbf q-\mathbf g)}$, equal to the first. The linear contrast cancels for any $\chi$. A large STEM detector therefore acts as a large incoherent CTEM source: for a weak phase object, the interference between scattered and unscattered waves cancels in the sum over directions.

\section{The 20 nm lamella}

The beam meets first a film with columns spaced by 0.40 nm, then one with spacing 0.48 nm, each 10 nm thick. Each column is a Gaussian of standard deviation 0.06 nm, of height 80 V in the first film and 160 V in the second. One column is missing from each film, and the cell is 2.4 nm wide. The mean potentials are 11.0 and 15.1 V. An imaginary part, 0.03 of the real part, absorbs electrons.

The wavelength is $\lambda=2.508$ pm, so neighbouring plane waves are $\lambda/(2.4\ \text{nm})=1.045$ mrad apart. There are 25 within 3 mrad and 293 within 10 mrad. The lens phase is
\begin{equation}
\chi=\frac{2\pi}{\lambda}\left(\frac{C_1\theta^2}{2}+B\theta^2\theta_x+\frac{C_3\theta^4}{4}\right),
\end{equation}
with $C_1=-60$ nm (underfocus), coma $B=1000$ nm and $C_3=1.0$ mm. At $\theta=\theta_x=10$ mrad the terms in brackets are $-0.0030$, $0.0010$ and $0.0025$ nm, or phases of about $-7.5$, $2.5$ and $6.3$ rad.

The waves were computed by the multislice method: phase change and absorption in a 0.2 nm slice, free propagation to the next, and so on. STEM used 100 probe positions, CTEM 25 tilted plane waves through the reversed film order. Intensities at $y=0$, relative to vacuum, are:
\begin{center}
\begin{tabular}{cccc}
$x$ (nm) & STEM & CTEM & CTEM, 0.1 nm slices\\
0.00 & 0.6615 & 0.6615 & 0.6606\\
0.24 & 0.1079 & 0.1079 & 0.1081\\
0.48 & 0.5057 & 0.5057 & 0.5075\\
0.72 & 0.8361 & 0.8361 & 0.8357
\end{tabular}
\end{center}
With equal slices the largest difference over the scan is $6\times10^{-15}$. Reversing the slice order transposes the multislice operator, so this agreement concerns the signs and the interchange of angles, not the accuracy of the slicing. Halving the CTEM slices leaves a difference of at most 0.0027 of vacuum.

The grid and the cell matter more for the values themselves. The pixels are 0.03 nm wide and waves beyond 31 mrad are cut off, which shifts the intensities by up to 0.02 in the table and up to 0.04 over the scan. The probe is also repeated with the cell, every 2.4 nm; an isolated probe would give values that differ by a few hundredths. Both instruments are affected alike, so their agreement remains.

Breaking a condition has a much larger effect:
\begin{itemize}
\item With the angles not interchanged (illumination 10 mrad, objective 3 mrad), the largest difference is 0.75 of vacuum.
\item With the coma not inverted, $\chi'(\mathbf p)=\chi(\mathbf p)$, it is 0.78.
\item With the specimen not turned and the coma inverted, the rms difference is at least 0.19 for CTEM defocus from $-100$ to $-20$ nm in steps of 4 nm.
\end{itemize}
At fixed defocus, turning the lamella changes the CTEM image by 0.57 of its rms variation. For films of 0.4 nm each the ratio is 0.005, in line with the thin-object argument.

Equal images do not imply equal dose. In vacuum the STEM detector receives $25/293=0.085$ of the probe current, close to $(3/10)^2=0.09$. If every CTEM electron in vacuum passes the objective aperture and is counted, STEM needs $293/25=11.7$ times the dose for equal vacuum counts.

\section{Real lamellae and energy loss}

The smooth columns are simpler than atoms, and the coma is made large so that its inversion has a clear effect. Of the neglected effects estimated below, energy loss is the largest. In STEM the probe-forming lens acts before an electron loses energy in the specimen; in CTEM the objective acts afterwards and focuses it differently.

The paraxial focusing of a magnetic lens depends on momentum only through its square, $(pc)^2=E(E+2mc^2)$, where $E$ is now kinetic energy. A small fractional decrease of this square shifts the focus by $C_c$ times that fraction, which defines the chromatic coefficient $C_c$. The logarithmic derivative of $(pc)^2$ then gives, for a small loss $\Delta E$,
\begin{equation}
\Delta C_1=C_c\frac{\Delta E}{E}\,\frac{1+E/mc^2}{1+E/2mc^2}.
\end{equation}
Rough values $C_c=1.2$ mm and $\Delta E=17$ eV give $102\ \text{nm}\times1.164=119$ nm. With a rough inelastic mean free path of 150 nm, a fraction $1-e^{-20/150}=0.125$ of the electrons loses energy. Refocusing this fraction by 119 nm, with its elastic scattering otherwise unchanged, alters the CTEM image by up to 0.16 of vacuum. An unfiltered comparison can therefore fail visibly for this 20 nm specimen; an energy filter that removes the loss electrons in both instruments removes this cause.

The other effects estimated here are smaller. A phonon loss of 0.05 eV shifts focus by 0.35 nm. For atoms frozen in any one displaced arrangement the theorem holds, and hence also for the average over arrangements. Inside the specimen a lens field of 2 T rotates the wave about the lens axis by a Larmor angle of only 12 microradians, and a sharp step of the peak potential would reflect about $5\times10^{-8}$ of the intensity.
